# Wick's theorem between nonorthogonal determinants, with vanishing overlap singular values

## 1. Result and conventions

Let \(a_p\), \(p=1,\dots,M\), be the fermion operators of an orthonormal spin-orbital basis. Two \(N\)-electron determinants are

\[
|\Phi\rangle=b_1^\dagger\cdots b_N^\dagger|0\rangle,\quad b_i^\dagger=\sum_p a_p^\dagger C_{pi};\qquad
|\Psi\rangle=g_1^\dagger\cdots g_N^\dagger|0\rangle,\quad g_i^\dagger=\sum_p a_p^\dagger D_{pi}. \tag{1}
\]

The columns of \(C\) are orthonormal among themselves, and so are those of \(D\), but the two sets are not orthogonal to each other. Their overlap matrix is \(S=C^\dagger D\). If \(\det S\neq0\), define

\[
\langle X\rangle=\frac{\langle\Phi|X|\Psi\rangle}{\langle\Phi|\Psi\rangle},\qquad
\rho=D\,S^{-1}C^\dagger . \tag{2}
\]

For operators \(A_1,\dots,A_n\), each linear in the \(a_p\) and \(a_p^\dagger\), the generalized Wick theorem states that \(\langle A_1\cdots A_n\rangle\) is the sum over all complete pairings. Each pairing carries the sign \((-1)^{\text{number of crossings}}\) and the product of its contractions

\[
\langle a_p^\dagger a_q\rangle=\rho_{qp},\quad
\langle a_q a_p^\dagger\rangle=\delta_{qp}-\rho_{qp},\quad
\langle a_pa_q\rangle=\langle a_p^\dagger a_q^\dagger\rangle=0 . \tag{3}
\]

The matrix \(\rho\) is the transition density matrix. It does not exist when \(S\) is singular, although \(\langle\Phi|X|\Psi\rangle\) remains finite. Let \(S=U\,\mathrm{diag}(s_i)\,V^\dagger\) be the singular value decomposition, with paired orbitals \(c=CU\), \(d=DV\) and phase \(\eta=\det U\,(\det V)^*\). Then for every \(S\)

\[
\langle\Phi|a_{p_1}^\dagger\cdots a_{p_k}^\dagger a_{q_k}\cdots a_{q_1}|\Psi\rangle
=\eta\sum_{I}\Big(\prod_{i\notin I}s_i\Big)\det d_{q,I}\,\det c^*_{p,I}, \tag{4}
\]

where \(I\) runs over the \(k\)-element subsets of \(\{1,\dots,N\}\), and \(d_{q,I}\) is the \(k\times k\) block of \(d\) with rows \(q_1,\dots,q_k\) and columns \(I\).

## 2. Overlap and oblique projector

From (1), \(\{b_i,g_j^\dagger\}=\sum_pC^*_{pi}D_{pj}=S_{ij}\). In \(\langle\Phi|\Psi\rangle=\langle0|b_N\cdots b_1\,g_1^\dagger\cdots g_N^\dagger|0\rangle\), move \(b_1\) to the right until it meets the vacuum:

\[
b_1g_1^\dagger\cdots g_N^\dagger|0\rangle=\sum_j(-1)^{j-1}S_{1j}\,g_1^\dagger\cdots\widehat{g_j^\dagger}\cdots g_N^\dagger|0\rangle ,
\]

where the hat marks an omitted factor. Repeating this for \(b_2,\dots,b_N\) reproduces the expansion of a determinant along its rows, so

\[
\langle\Phi|\Psi\rangle=\det S . \tag{5}
\]

Inserting \(C^\dagger D=S\) into (2) gives

\[
\rho^2=DS^{-1}(C^\dagger D)S^{-1}C^\dagger=\rho,\quad \rho D=D,\quad C^\dagger\rho=C^\dagger,\quad \mathrm{tr}\,\rho=\mathrm{tr}(S^{-1}C^\dagger D)=N . \tag{6}
\]

Thus \(\rho\) projects onto the space spanned by the orbitals of \(\Psi\), along the orthogonal complement of the space spanned by the orbitals of \(\Phi\). It is Hermitian if the two spaces coincide, when \(\rho=CC^\dagger\) is the usual density matrix. In general it is not, and its elements need not be bounded by one.

## 3. Proof of the theorem

Split every operator as \(A=A^{+}+A^{-}\) so that

\[
A^{-}|\Psi\rangle=0,\qquad \langle\Phi|A^{+}=0 . \tag{7}
\]

The splitting is

\[
(a_p^\dagger)^-=\sum_ra_r^\dagger\rho_{rp},\quad (a_p^\dagger)^+=\sum_ra_r^\dagger(1-\rho)_{rp},\quad
(a_q)^-=\sum_r(1-\rho)_{qr}a_r,\quad (a_q)^+=\sum_r\rho_{qr}a_r . \tag{8}
\]

Each of the four conditions follows from (6):

- \((a_p^\dagger)^-=\sum_jg_j^\dagger(S^{-1}C^\dagger)_{jp}\) creates orbitals already occupied in \(\Psi\), so it annihilates \(|\Psi\rangle\).
- \((a_p^\dagger)^+\) anticommutes with every \(b_i\), because \(\{b_i,(a_p^\dagger)^+\}=[C^\dagger(1-\rho)]_{ip}=0\). In \(\langle0|b_N\cdots b_1(a_p^\dagger)^+\) it can be moved left to \(\langle0|\), where it gives zero.
- \((a_q)^-\) anticommutes with every \(g_j^\dagger\), because \([(1-\rho)D]_{qj}=0\). It moves right to \(|0\rangle\) and gives zero.
- \((a_q)^+=\sum_i(DS^{-1})_{qi}b_i\), and \(\langle\Phi|b_i=0\) since \(b_i^2=0\).

Now take \(\langle A_1\cdots A_n\rangle\). By (7), \(A_1\) may be replaced by \(A_1^-\). Moving \(A_1^-\) to the right produces anticommutators, which are numbers, and a last term in which \(A_1^-\) acts on \(|\Psi\rangle\) and vanishes:

\[
\langle A_1\cdots A_n\rangle=\sum_{j=2}^{n}(-1)^{j}\{A_1^-,A_j\}\,\langle A_2\cdots\widehat{A_j}\cdots A_n\rangle . \tag{9}
\]

The sign arises because \(A_1^-\) passes \(j-2\) operators before it meets \(A_j\). For \(n=2\), (9) reads \(\langle A_1A_2\rangle=\{A_1^-,A_2\}\), so the anticommutator is the contraction. Iterating (9) gives the sum over pairings: the factor \((-1)^{j-2}\) counts, modulo two, the pairs that cross the pair \((1,j)\), since a pair lying wholly between 1 and \(j\) contributes two operators and no sign. For odd \(n\) the iteration ends with a single operator, whose value is zero by (7).

The contractions (3) follow from (8):

\[
\{(a_p^\dagger)^-,a_q\}=\rho_{qp},\qquad \{(a_q)^-,a_p^\dagger\}=(1-\rho)_{qp},
\]

and two creators, or two annihilators, anticommute. This last point uses the fixed particle number of both determinants; states with pairing fields would need additional contractions.

In a normal-ordered string each \(a_{p_j}^\dagger\) must pair with some \(a_{q_{\pi(j)}}\), where \(\pi\) is a permutation. With the annihilators in the order \(a_{q_k}\cdots a_{q_1}\), the pairs of \(j<j'\) cross when \(\pi(j)>\pi(j')\). The number of crossings is therefore the number of inversions of \(\pi\), and

\[
\langle a_{p_1}^\dagger\cdots a_{p_k}^\dagger a_{q_k}\cdots a_{q_1}\rangle=\det\big[\rho_{q_ip_j}\big],\qquad
\langle a_p^\dagger a_q^\dagger a_sa_r\rangle=\rho_{rp}\rho_{sq}-\rho_{sp}\rho_{rq}. \tag{10}
\]

## 4. Löwdin pairing and the singular case

The rotations \(c=CU\) and \(d=DV\) make the overlap diagonal, \(c^\dagger d=U^\dagger SV=\mathrm{diag}(s_i)\). A unitary mixing of occupied orbitals multiplies a determinant by the determinant of the mixing matrix: \(|\tilde\Phi\rangle=\det U|\Phi\rangle\) and \(|\tilde\Psi\rangle=\det V|\Psi\rangle\). Solving for the original states gives

\[
\langle\Phi|X|\Psi\rangle=\eta\,\langle\tilde\Phi|X|\tilde\Psi\rangle,\qquad
\langle\Phi|\Psi\rangle=\eta\prod_is_i . \tag{11}
\]

If no \(s_i\) vanishes, \(S^{-1}=V\,\mathrm{diag}(1/s_i)\,U^\dagger\), hence

\[
\rho_{qp}=\sum_i\frac{d_{qi}c^*_{pi}}{s_i}. \tag{12}
\]

The determinant in (10) is then that of a product of a \(k\times N\), a diagonal and an \(N\times k\) matrix. The Cauchy–Binet formula expands it as \(\sum_I\det d_{q,I}\,\big(\prod_{i\in I}s_i^{-1}\big)\det c^*_{p,I}\). Multiplying by the overlap (11) cancels the inverse singular values and yields (4).

To include zeros, replace \(d_m\) by \(d_m+\varepsilon c_m\) for each \(m\) with \(s_m=0\). Since the \(c_i\) are orthonormal, the overlap matrix stays diagonal and each zero becomes \(\varepsilon\). The shifted orbitals are no longer normalized, but the proof in section 3 uses only that the overlap matrix is invertible, not that the orbitals of \(\Psi\) are orthonormal. For small \(\varepsilon\neq0\), (4) holds by the argument just given. Its left side is a polynomial in \(\varepsilon\), because a determinant is linear in each of its orbitals, and its right side is visibly a polynomial. Two polynomials that agree for all small \(\varepsilon\neq0\) also agree at \(\varepsilon=0\), so (4) holds for singular \(S\) as well. A string in another order is first brought to normal order with the anticommutators.

In (4) a term survives only if \(I\) contains every vanishing pair. With \(z\) zeros, all \(k\)-body elements with \(k<z\) therefore vanish: each operator pair can repair one orthogonal orbital pair. Let \(s'\) be the product of the nonzero \(s_i\), and define

\[
(X_m)_{qp}=d_{qm}c^*_{pm},\qquad W_{qp}=\sum_{s_i\neq0}\frac{d_{qi}c^*_{pi}}{s_i}. \tag{13}
\]

**One zero, \(s_m=0\).** For \(k=1\) the subset is \(\{m\}\). For \(k=2\) the subsets are \(\{m,i\}\), with weight \(s'/s_i\). Multiplying out the two \(2\times2\) determinants,

\[
(d_{rm}d_{si}-d_{ri}d_{sm})(c^*_{pm}c^*_{qi}-c^*_{pi}c^*_{qm}),
\]

and summing over \(i\) gives

\[
\langle\Phi|a_p^\dagger a_q|\Psi\rangle=\eta s'(X_m)_{qp}, \tag{14}
\]
\[
\langle\Phi|a_p^\dagger a_q^\dagger a_sa_r|\Psi\rangle=\eta s'\big[X_{rp}W_{sq}+W_{rp}X_{sq}-X_{sp}W_{rq}-W_{sp}X_{rq}\big],\quad X=X_m. \tag{15}
\]

**Two zeros, \(s_m=s_n=0\).** One-body elements vanish. For \(k=2\) the single subset \(\{m,n\}\) remains:

\[
\langle\Phi|a_p^\dagger a_q^\dagger a_sa_r|\Psi\rangle=\eta s'(d_{rm}d_{sn}-d_{rn}d_{sm})(c^*_{pm}c^*_{qn}-c^*_{pn}c^*_{qm}). \tag{16}
\]

**Three or more zeros.** One- and two-body elements both vanish.

## 5. Hamiltonian elements

Take \(H=\sum h_{pq}a_p^\dagger a_q+\tfrac12\sum v_{pqrs}a_p^\dagger a_q^\dagger a_sa_r\) with \(v_{pqrs}=\langle pq|v|rs\rangle=v_{qpsr}\). Without zeros, (10) gives

\[
\langle\Phi|H|\Psi\rangle=\det S\Big[\mathrm{tr}(h\rho)+\tfrac12\sum v_{pqrs}(\rho_{rp}\rho_{sq}-\rho_{sp}\rho_{rq})\Big]. \tag{17}
\]

With one zero, exchanging the labels \(p\leftrightarrow q\), \(r\leftrightarrow s\) in (15) turns the second term into the first and the fourth into the third. The resulting factor 2 cancels the \(\tfrac12\):

\[
\langle\Phi|H|\Psi\rangle=\eta s'\Big[\langle c_m|h|d_m\rangle+\sum_{s_i\ne0}\frac{\langle c_mc_i|v|d_md_i\rangle-\langle c_mc_i|v|d_id_m\rangle}{s_i}\Big]. \tag{18}
\]

The same relabelling applied to (16) gives, for two zeros,

\[
\langle\Phi|H|\Psi\rangle=\eta s'\big[\langle c_mc_n|v|d_md_n\rangle-\langle c_mc_n|v|d_nd_m\rangle\big]. \tag{19}
\]

If both determinants are built from one common orthonormal orbital set, the singular values are 1 for shared orbitals and 0 for the others. Take \(d_i=c_i\) for the shared ones and keep the original orbitals for the others. Then \(s'=1\), and \(\eta=\pm1\) is the sign of the reordering that brings the shared orbitals to matching positions. With this sign, (17)–(19) become the Slater–Condon rules for zero, one and two replaced orbitals.

## 6. Small but nonzero singular values

When one \(s_m\) is small but nonzero, \(\rho=X_m/s_m+W'\), where \(W'\) is the sum (12) without the term \(i=m\). The terms of order \(1/s_m^2\) in (10) are \(X_{rp}X_{sq}-X_{sp}X_{rq}\), which is zero because both products equal \(d_{rm}d_{sm}c^*_{pm}c^*_{qm}\). In floating-point arithmetic with relative rounding error \(u\), the cancellation leaves a remainder of order \(u/s_m^2\). Multiplied by the overlap, which is proportional to \(s_m\), it becomes an absolute error of order \(u/s_m\).

For three particles in six modes, the largest absolute error of a two-body element computed with \(S^{-1}\) is \(1.4\times10^{-14}\), \(1.4\times10^{-11}\) and \(1.1\times10^{-8}\) for \(s_m=10^{-3}\), \(10^{-6}\) and \(10^{-9}\). This follows the \(1/s_m\) growth, though the numbers do not separate the cancellation from the rounding error of \(S^{-1}\) itself. Equation (4), which contains no division, stays below \(10^{-15}\) in all three cases.

The same small system tests the theorem against explicit Fock-space operators. A string of six mixed operators gives \(332.396-2295.479\,i\) both ways; its coefficients are random complex numbers, so the size has no significance. For zero, one, two and three vanishing singular values, the largest one-body elements are 0.253, 0.198, 0 and 0, and the largest two-body elements are 0.272, 0.257, 0.243 and 0, as the selection rule requires.

## 7. Linear H\(_4\): determinants with different orbitals

Consider four hydrogen atoms on a line, 2.0 bohr apart, in the 6-31G basis. The orbitals are even (g) or odd (u) under inversion. The ground determinant A, restricted to the same orbitals for both spins, has occupation g²u² and Hartree–Fock energy \(-2.146314\) hartree, including the nuclear repulsion of 2.166667 hartree. Its three partners have their own orbitals, and each illustrates one case.

**No zero.** K has the same occupation, but its orbitals are those of the one-electron Hamiltonian without electron repulsion. The singular values are 0.959628 and 0.957100, each twice, so the overlap is \((0.959628\times0.957100)^2=0.84357\). Equation (17) gives an electronic element of \(-3.608464\) hartree, and

\[
\frac{\langle A|H|K\rangle}{\langle A|K\rangle}=\frac{-3.608464}{0.843568}+2.166667=-2.11095\ \text{hartree}.
\]

This lies 0.0354 hartree above the energy of A. To see where the difference comes from, expand \(|K\rangle/\langle A|K\rangle\) as \(|A\rangle\) plus single, double and higher excitations of A. The singles do not couple to A, because A is stationary under orbital changes (Brillouin's theorem), and excitations beyond doubles do not couple through a two-body operator. The difference therefore comes from the double excitations contained in K. The expectation value of \(H\) in K itself is much higher, \(-1.836026\) hartree.

**One zero.** In S one electron is promoted from u to g, and the orbitals are optimized for this occupation. By parity one singular value vanishes, and the others multiply to \(s'=0.998396\). For the dipole operator \(-ez\), (14) gives

\[
|\langle A|{-e}z|S\rangle|=0.998396\times1.965116\ e\,\text{bohr}=1.962\ e\,\text{bohr}=4.987\ \text{debye}.
\]

The Hamiltonian element vanishes by parity, numerically to \(4\times10^{-16}\) hartree. S is a single determinant and not a spin eigenstate, so this is not the transition dipole of a pure singlet state.

**Two zeros.** In D both u electrons are promoted, giving a closed shell g⁴ with energy \(-1.608634\) hartree. One pair vanishes for each spin. The exchange term in (19) is zero because the two pairs have opposite spins. Both spins use the same real orbitals, so \(\eta\) is the square of a factor \(\pm1\) and equals \(+1\). The direct term is the Coulomb self-repulsion of the real transition density \(c_md_m\), which is positive:

\[
\langle A|H|D\rangle=0.999854\times0.092479=0.092466\ \text{hartree}=2.516\ \text{eV}.
\]

Since \(\langle A|D\rangle=0\), mixing A and D is an ordinary \(2\times2\) eigenvalue problem, and the nuclear repulsion does not enter the coupling. With half the energy difference \(\Delta=(2.146314-1.608634)/2=0.268840\) hartree, the lower root lies below A by

\[
\sqrt{\Delta^2+0.092466^2}-\Delta=0.284297-0.268840=0.015457\ \text{hartree}.
\]

The two-determinant energy is \(-2.161771\) hartree. Full configuration interaction in the same basis gives \(-2.214740\) hartree, which is 0.068426 hartree below A. The single partner D thus recovers \(0.015457/0.068426\), about 23 percent, of the correlation energy in this basis. The remainder belongs to configurations outside the pair, even though A alone has a weight of 0.93 in the full ground state. The reference value itself leaves out basis-set incompleteness, nuclear motion and relativity. All numbers in this section belong to the 6-31G basis and are not converged properties of H\(_4\). In the cc-pVDZ basis the A–K overlap becomes 0.821 and the offset above A 0.040 hartree. The A–S dipole becomes 4.965 debye and the A–D coupling 0.0870 hartree (2.37 eV). The lowering by D is then 0.0139 hartree out of a correlation energy of 0.0898 hartree, so the fraction recovered drops to about 16 percent.

## Computed results

```
Fock-space tests: 3 particles in 6 modes
largest |rho - rho^+| element: 1.9169
six-operator string, Fock space: 332.396258-2295.479309j
six-operator string, Wick sum:   332.396258-2295.479309j
zeros, max|one-body|, max|two-body|, largest error
  0  0.2530  0.2720  3.1e-15
  1  0.1982  0.2566  4.3e-15
  2  0.0000  0.2428  5.3e-15
  3  0.0000  0.0000  1.1e-15
small s, two-body error with S^-1, error with subset sum
  1e-03  1.4e-14  1.6e-16
  1e-06  1.4e-11  5.1e-16
  1e-09  1.1e-08  2.1e-16
Linear H4, 6-31G, spacing 2.0 bohr, 8 spatial functions
nuclear repulsion: 2.166667 hartree
total energy, ground determinant A: -2.146314 hartree
total energy, bare one-electron determinant K: -1.836026 hartree
total energy, singly promoted determinant S: -1.894860 hartree
total energy, doubly promoted determinant D: -1.608634 hartree
singular values A-K: 0.959628 0.959628 0.957100 0.957100
singular values A-S: 0.999618 0.999523 0.999254 0.000000
singular values A-D: 0.999927 0.999927 0.000000 0.000000
A-K overlap: 0.843568
A-K electronic H element: -3.608464 hartree
A-K H element / overlap + nuclear: -2.110953 hartree
A-S product of nonzero singular values: 0.998396
A-S |<c_m|z|d_m>|: 1.965116 bohr
A-S |transition dipole|: 1.961964 e bohr
A-S |transition dipole|: 4.9868 debye
A-S |H element|: 3.5e-16 hartree
A-D product of nonzero singular values: 0.999854
A-D integral (c_m d_m|c_m d_m): 0.092479 hartree
A-D H element: 0.092466 hartree = 2.5161 eV
two-determinant energy A+D: -2.161771 hartree
full CI, same basis, 784 configurations: -2.214740 hartree
weight of A in the full CI ground state: 0.9311
lowering by D: 0.015457 hartree
full CI lowering: 0.068426 hartree
fraction recovered: 0.2259
```
